# In a finite basis, density fixes the state, not the potential: a numerical check

```python
# Result under test: in a finite orbital basis phi_1..phi_M a local potential acts only
# through V_ij = int phi_i v phi_j. Any dv orthogonal to all products phi_i phi_j leaves
# spectrum and density unchanged; with N_v potential functions and K independent products
# at least N_v - K such dv exist. A larger basis sees dv. For one determinant a zero
# occupied-virtual block of dV suffices. dn = int |n' - n|. Hartree atomic units.
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf, dft, fci, df, ao2mo
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]

def rank(a, tol=1e-10):
    s = np.linalg.svd(a, compute_uv=False)
    return int(np.sum(s > tol * s[0]))

def fmt(a, f='%.5f'):
    return ' '.join(f % t for t in a)

# ---------- box [0,1], sine basis ----------
x, wx = np.polynomial.legendre.leggauss(400)
x, wx = 0.5 * (x + 1), 0.5 * wx
sines = lambda M: np.sqrt(2) * np.sin(np.pi * np.outer(x, np.arange(1, M + 1)))
boxmat = lambda M, v: sines(M).T @ (sines(M) * (wx * v)[:, None])
for M in range(2, 7):
    f = sines(M); i, j = np.triu_indices(M)
    K = rank(f[:, i] * f[:, j] * np.sqrt(wx)[:, None])
    assert K == 2 * M - 1
    I, J = np.meshgrid(np.arange(1, M + 1), np.arange(1, M + 1), indexing='ij')
    for k in range(1, 2 * M + 6):
        Vq = boxmat(M, np.cos(k * np.pi * x))
        assert abs(Vq - 0.5 * (1.0 * (abs(I - J) == k) - 1.0 * (I + J == k))).max() < 1e-12
        assert (abs(Vq).max() < 1e-12) == (k > 2 * M)
    even = 1 + 2 * sum(np.cos(k * np.pi * x) for k in range(2, 2 * M + 1, 2))
    odd = sum(np.cos(k * np.pi * x) for k in range(1, 2 * M, 2))
    assert abs(boxmat(M, even)).max() < 1e-12 and abs(boxmat(M, odd)).max() < 1e-12
    print('box M=%d: products %d, independent K=%d' % (M, len(i), K))
amp, kk = 20.0, 9
def box(M, a):
    H = np.diag(0.5 * (np.pi * np.arange(1, M + 1))**2) + boxmat(M, a * np.cos(kk * np.pi * x))
    e, c = eigh(H)
    return e[:2].sum(), ((sines(M) @ c[:, :2])**2).sum(1)
print('box: 2 fermions, L=1 bohr, dv = %.0f cos(%d pi x) Ha' % (amp, kk))
res = {}
for M in (4, 40, 60):
    (e0, n0), (e1, n1) = box(M, 0.0), box(M, amp)
    res[M] = (e1 - e0, wx @ abs(n1 - n0))
    print('box M=%d: E0=%.6f Ha, dE=%.3e Ha, dn=%.3e e' % (M, e0, *res[M]))
assert abs(res[4][0]) < 1e-11 and res[4][1] < 1e-11
assert res[60][1] > 1e-2 and abs(res[60][1] - res[40][1]) < 1e-6
e2 = sum(-(amp / 2)**2 / (0.5 * np.pi**2 * (m * m - n * n))
         for n in (1, 2) for m in (kk - n, kk + n))
print('box second-order dE = %.5f Ha' % e2)
assert abs(e2 / res[60][0] - 1) < 0.02   # neglected terms are fourth order in amp

# ---------- spherical grid: log-trapezoid radial x Gauss-Legendre x uniform phi ----------
h = 0.04
r = np.exp(np.arange(np.log(1e-6), np.log(30.0), h))
ct, wt = np.polynomial.legendre.leggauss(4)
ph = 2 * np.pi * (np.arange(8) + 0.3) / 8
st = np.sqrt(1 - ct**2)
u = np.array([[s * np.cos(p), s * np.sin(p), c] for c, s in zip(ct, st) for p in ph])
coords = np.ascontiguousarray((r[:, None, None] * u[None]).reshape(-1, 3))
w = np.outer(h * r**3, np.repeat(wt, 8) * 2 * np.pi / 8).ravel()
rr = np.repeat(r, len(u))
pot = lambda c, al, s: np.exp(-np.outer(np.asarray(s)**2, al)) @ c

class Atom:
    def __init__(self, basis):
        self.mol = gto.M(atom='Be 0 0 0', basis={'Be': basis}, verbose=0)
        self.M = self.mol.nao_nr()
        self.ao = self.mol.eval_gto('GTOval_sph', coords)
        self.S = self.mol.intor('int1e_ovlp')
        self.h0 = self.mol.intor('int1e_kin') + self.mol.intor('int1e_nuc')
        self.eri = self.mol.intor('int2e')
        assert abs(self.quad(np.ones_like(rr)) - self.S).max() < 1e-11
    def quad(self, v):
        return self.ao.T @ (self.ao * (w * v)[:, None])
    def dens(self, D):
        return np.einsum('gi,gi->g', self.ao @ D, self.ao)
    def analytic(self, al):   # int phi_i phi_j exp(-al_k r^2)
        aux = gto.M(atom='Be 0 0 0', basis={'Be': [[0, [a, 1.0]] for a in al]}, verbose=0)
        t = df.incore.aux_e2(self.mol, aux, intor='int3c1e', aosym='s1')
        t = t.reshape(self.M, self.M, -1) / (2 * al / np.pi)**0.75
        for k, a in enumerate(al):
            assert abs(t[:, :, k] - self.quad(np.exp(-a * rr**2))).max() < 1e-11
        return t
    def fci(self, dV, dense):
        hc = self.h0 + dV
        mf = scf.RHF(self.mol); mf.get_hcore = lambda *a: hc; mf.kernel()
        C, M = mf.mo_coeff, self.M
        h1, g = C.T @ hc @ C, ao2mo.restore(1, ao2mo.incore.full(self.eri, C), M)
        if dense:
            nd = (M * (M - 1) // 2)**2
            addr, H = fci.direct_spin1.pspace(h1, g, M, (2, 2), np=nd)
            e, vec = eigh(H)
            ci = np.zeros(nd); ci[addr] = vec[:, 0]
            ci = ci.reshape(M * (M - 1) // 2, -1)
        else:
            sol = fci.direct_spin1.FCI(self.mol)
            sol.conv_tol, sol.conv_tol_residual, sol.lindep = 1e-11, 1e-7, 1e-16
            sol.max_cycle, sol.nroots = 200, 2
            e, cis = sol.kernel(h1, g, M, (2, 2)); ci = cis[0]
        D = C @ fci.direct_spin1.make_rdm1(ci, M, (2, 2)) @ C.T
        return np.array(e), self.dens(D)

# ---------- Be, FCI/6-31G ----------
b631 = gto.basis.load('6-31g', 'Be')
small = Atom(b631)
i, j = np.triu_indices(small.M)
K = rank(small.ao[:, i] * small.ao[:, j] * np.sqrt(w)[:, None])
print('Be 6-31G: M=%d, products %d, independent K=%d' % (small.M, len(i), K))
assert small.M == 9 and K == 45 - 3
al = 0.05 * 2.0**np.arange(10)
A = small.analytic(al)[i, j, :]
sv = np.linalg.svd(A, compute_uv=False)
print('exponents (bohr^-2): ' + fmt(al, '%g'))
print('rank of A with 9 Gaussians %d, with 10 Gaussians %d' % (rank(A[:, :9]), rank(A)))
print('singular values 1, 9, 10: %.3e %.3e %.1e' % (sv[0], sv[8], sv[9]))
assert rank(A[:, :9]) == 9 and rank(A) == 6 + 3
c = np.linalg.svd(A)[2][-1]
vr = pot(c, al, r); im = np.argmax(abs(vr)); c = c * 0.5 / vr[im]
dv = pot(c, al, rr)
print('coefficients 1-5 (Ha): ' + fmt(c[:5]))
print('coefficients 6-10 (Ha): ' + fmt(c[5:]))
print('max |dv| = %.3f Ha at r = %.3f bohr' % (abs(dv).max(), r[im]))
rs = [0, 0.25, 0.5, 1, 1.5, 2, 3, 4, 6]
print('r (bohr): ' + fmt(rs, '%g'))
print('dv (Ha):  ' + fmt(pot(c, al, rs), '%.4f'))
dV = small.quad(dv)
print('max |dV_ij| by quadrature, 6-31G = %.1e Ha' % abs(dV).max())
assert abs(dV).max() < 1e-9
e0, n0 = small.fci(0 * dV, True)
e1, n1 = small.fci(dV, True)
rms = np.sqrt(w @ (n0 * dv**2) / (w @ n0))
print('FCI/6-31G: E0=%.8f Ha, E(dv)=%.8f Ha' % (e0[0], e1[0]))
print('first excitation %.5f Ha; electrons %.8f' % (e0[1] - e0[0], w @ n0))
print('max shift of %d eigenvalues = %.1e Ha' % (len(e0), abs(e1 - e0).max()))
print('dn = %.1e e; int n dv = %.1e Ha' % (w @ abs(n1 - n0), w @ (n0 * dv)))
print('density-weighted rms of dv = %.4f Ha = %.3f eV' % (rms, rms * EV))
assert e0[1] - e0[0] > 0.01 and abs(w @ n0 - 4) < 1e-9 and rms > 1e-3
assert abs(e1 - e0).max() < 1e-8 and w @ abs(n1 - n0) < 1e-7

# ---------- same dv, nested larger basis ----------
extra = [0.03, 0.2, 0.6, 2.0, 6.0]
big = Atom(b631 + [[0, [a, 1.0]] for a in extra])
dVb = big.quad(dv)
E0, N0 = big.fci(0 * dVb, False)
E1, N1 = big.fci(dVb, False)
lam = 2e-3
slope = (big.fci(lam * dVb, False)[0][0] - big.fci(-lam * dVb, False)[0][0]) / (2 * lam)
a0, a1 = w @ (N0 * dv), w @ (N1 * dv)
print('added s exponents (bohr^-2): ' + fmt(extra, '%g') + '; M=%d' % big.M)
print('max |dV_ij| larger basis = %.4f Ha' % abs(dVb).max())
print('FCI larger: E0=%.8f Ha, E(dv)=%.8f Ha' % (E0[0], E1[0]))
print('dE = %.6f Ha = %.4f eV; dn = %.3e e' % (E1[0] - E0[0], (E1[0] - E0[0]) * EV, w @ abs(N1 - N0)))
print('first excitation %.5f Ha (v), %.5f Ha (v+dv)' % (E0[1] - E0[0], E1[1] - E1[0]))
print('int n dv = %.6f Ha; finite-difference dE/dlambda = %.6f Ha' % (a0, slope))
print("int n' dv = %.6f Ha; int (n'-n) dv = %.6f Ha" % (a1, a1 - a0))
assert E0[0] < e0[0] and E1[0] < e1[0]
assert E0[1] - E0[0] > 0.01 and E1[1] - E1[0] > 0.01
assert abs(slope - a0) < 5e-6          # CI residual and O(lambda^2) difference error
assert w @ abs(N1 - N0) > 1e-4
assert E1[0] < E0[0] + a0 - 1e-7 and E0[0] < E1[0] - a1 - 1e-7

# ---------- one determinant: fixed LDA Kohn-Sham matrix, 6-31G ----------
ks = dft.RKS(small.mol); ks.xc = 'lda,vwn'; ks.conv_tol = 1e-11; ks.kernel()
F = ks.get_fock()
eps, C = eigh(F, small.S)
al2 = 0.05 * 4.0**np.arange(4)
T = np.einsum('ip,jq,ijk->pqk', C, C, small.analytic(al2))
ov = T[:2, 2:, :].reshape(-1, 4)
B = np.vstack([ov, T[1, 1][None]])
assert rank(ov, 1e-8) == 2 and rank(B, 1e-8) == 3
c2 = np.linalg.svd(B)[2][-1]
c2 = c2 * np.sign(T[2, 2] @ c2) * 0.1 / abs(pot(c2, al2, r)).max()
dv2 = pot(c2, al2, rr); dV2 = small.quad(dv2)
eps2, C2 = eigh(F + dV2, small.S)
dnks = w @ abs(small.dens(2 * C2[:, :2] @ C2[:, :2].T) - small.dens(2 * C[:, :2] @ C[:, :2].T))
e3, n3 = small.fci(dV2, True)
g1, g2 = eps[2] - eps[1], eps2[2] - eps2[1]
print('KS: occ-virt pairs %d, independent for spherical dv %d' % (len(ov), rank(ov, 1e-8)))
print('KS exponents (bohr^-2): ' + fmt(al2, '%g'))
print('KS coefficients (Ha): ' + fmt(c2))
print('KS max |dv| = %.3f Ha; max |dV_ij| = %.4f Ha' % (abs(dv2).max(), abs(dV2).max()))
print('eps 1s 2s LUMO before (Ha): ' + fmt(eps[:3]))
print('eps 1s 2s LUMO after (Ha):  ' + fmt(eps2[:3]))
print('gap before %.5f Ha = %.4f eV; after %.5f Ha = %.4f eV' % (g1, g1 * EV, g2, g2 * EV))
print('KS dn = %.1e e; FCI dn for the same dv = %.3e e' % (dnks, w @ abs(n3 - n0)))
assert abs(dV2).max() > 1e-3 and dnks < 1e-8 and g2 > 0.01 and abs(g2 - g1) > 1e-4
assert e3[1] - e3[0] > 0.01 and w @ abs(n3 - n0) > 1e-4
print('done: every assertion held')
```

Running it gives:

```
box M=2: products 3, independent K=3
box M=3: products 6, independent K=5
box M=4: products 10, independent K=7
box M=5: products 15, independent K=9
box M=6: products 21, independent K=11
box: 2 fermions, L=1 bohr, dv = 20 cos(9 pi x) Ha
box M=4: E0=24.674011 Ha, dE=-1.066e-14 Ha, dn=1.264e-15 e
box M=40: E0=24.674011 Ha, dE=-1.148e+00 Ha, dn=1.508e-01 e
box M=60: E0=24.674011 Ha, dE=-1.148e+00 Ha, dn=1.508e-01 e
box second-order dE = -1.14986 Ha
Be 6-31G: M=9, products 45, independent K=42
exponents (bohr^-2): 0.05 0.1 0.2 0.4 0.8 1.6 3.2 6.4 12.8 25.6
rank of A with 9 Gaussians 9, with 10 Gaussians 9
singular values 1, 9, 10: 3.794e+00 1.532e-05 5.1e-18
coefficients 1-5 (Ha): 0.00726 -0.01842 -0.01014 0.17744 -0.69643
coefficients 6-10 (Ha): 1.96238 -4.32953 7.11816 -7.63884 3.92812
max |dv| = 0.500 Ha at r = 0.000 bohr
r (bohr): 0 0.25 0.5 1 1.5 2 3 4 6
dv (Ha):  0.5000 -0.1474 0.0722 0.0195 -0.0073 -0.0003 -0.0002 -0.0006 0.0007
max |dV_ij| by quadrature, 6-31G = 6.1e-16 Ha
FCI/6-31G: E0=-14.61354527 Ha, E(dv)=-14.61354527 Ha
first excitation 0.10516 Ha; electrons 4.00000000
max shift of 1296 eigenvalues = 2.1e-14 Ha
dn = 9.4e-15 e; int n dv = 7.6e-16 Ha
density-weighted rms of dv = 0.0778 Ha = 2.117 eV
added s exponents (bohr^-2): 0.03 0.2 0.6 2 6; M=14
max |dV_ij| larger basis = 0.0086 Ha
FCI larger: E0=-14.63182964 Ha, E(dv)=-14.63185891 Ha
dE = -0.000029 Ha = -0.0008 eV; dn = 2.861e-03 e
first excitation 0.10694 Ha (v), 0.10691 Ha (v+dv)
int n dv = 0.000003 Ha; finite-difference dE/dlambda = 0.000003 Ha
int n' dv = -0.000062 Ha; int (n'-n) dv = -0.000066 Ha
KS: occ-virt pairs 14, independent for spherical dv 2
KS exponents (bohr^-2): 0.05 0.2 0.8 3.2
KS coefficients (Ha): 0.02990 -0.12919 0.35931 -0.26293
KS max |dv| = 0.100 Ha; max |dV_ij| = 0.0534 Ha
eps 1s 2s LUMO before (Ha): -3.81516 -0.19579 -0.06325
eps 1s 2s LUMO after (Ha):  -3.76167 -0.19579 -0.06053
gap before 0.13253 Ha = 3.6064 eV; after 0.13526 Ha = 3.6805 eV
KS dn = 2.4e-15 e; FCI dn for the same dv = 5.144e-03 e
done: every assertion held
```
